The NESC Hamiltonian and Its Equivalence to the Dirac Matrix

**1. A case with one function**

An electron moves in the field of a point nucleus, V(r) = −Z/r. Hartree atomic units are used, c is the speed of light, and the energy E is counted from the rest energy c². The Dirac equation for the large component ψ_L and the small component ψ_S is

V ψ_L + c σ·p ψ_S = E ψ_L
c σ·p ψ_L + (V − 2c²) ψ_S = E ψ_S

Take one normalized function χ = (Z³/π)^½ exp(−Zr), multiplied by a fixed spin function, and set

ψ_L = A χ,  ψ_S = B (σ·p)χ/(2c)

The second choice makes the small component follow the large one as it does at low speed, where 2c²ψ_S ≈ c σ·p ψ_L and B ≈ A.

Project the first line on χ and the second on (σ·p)χ/(2c). Since (σ·p)² = p², all integrals reduce to three numbers: T = ⟨χ|p²/2|χ⟩, V = ⟨χ|V|χ⟩ and W = ⟨(σ·p)χ|V|(σ·p)χ⟩. The term −2c² gives −2c²·2T/(4c²) = −T, and the norm of (σ·p)χ/(2c) is 2T/(4c²) = T/(2c²). Hence

V A + T B = E A
T A + (W/4c² − T) B = E (T/2c²) B

For this function |∇χ|² = Z²χ² and ⟨1/r⟩ = Z, so T = Z²/2, V = −Z² and W = Z²·(−Z²) = −Z⁴. Write x = (Z/c)² and U = B/A. The first equation divided by Z²A is −1 + U/2 = E/Z², so

E = Z² (U/2 − 1)

The second divided by Z²A is 1/2 − (x/4 + 1/2)U = (x/4)(E/Z²)U. Inserting E/Z² = U/2 − 1 cancels the terms xU/4 and leaves 1/2 − U/2 = xU²/8, or

x U² + 4U − 4 = 0,  U = 2[−1 ± √(1+x)]/x

For Z = 80, x = 0.340809. The upper sign gives U = 0.926813 and E = 6400 × (0.463407 − 1) = −3434.20 Eh, an electron state. The lower sign gives U = −12.6636 and E = −46923.5 Eh, below −2c² = −37557.7 Eh: a negative-energy state.

Now add U times the second equation to the first. The result contains A alone, L A = E M A, with

L = 2TU − U²(T − W/4c²) + V,  M = 1 + U²T/(2c²)

With T = 3200, V = −6400 and W/4c² = −545.294 Eh,

L = 5931.60 − 0.858982 × 3745.294 − 6400 = −3685.54 Eh
M = 1.073187
L/M = −3434.20 Eh

The small component is gone from the equation, but its energy and its norm are kept. With n functions U becomes a matrix, and one must show that a single U serves n states of different energy.

**2. The modified Dirac equation**

Let V be any real local potential for which the integrals below exist. Replace the small component by a function φ, the pseudo-large component, through

ψ_S = (σ·p) φ/(2c)

In the first Dirac line, c σ·p ψ_S = (p²/2) φ. Apply σ·p/(2c) to the second line. Its terms become (p²/2)ψ_L, then (σ·p)V(σ·p)φ/(4c²), then −2c² p²φ/(4c²) = −(p²/2)φ, and on the right E p²φ/(4c²). Therefore

V ψ_L + (p²/2) φ = E ψ_L
(p²/2) ψ_L + [(σ·p)V(σ·p)/4c² − p²/2] φ = E (p²/4c²) φ

This is the modified Dirac equation. Nothing has been approximated. Its spin dependence sits in one term. From σ_iσ_j = δ_ij + i ε_ijk σ_k,

(σ·p)V(σ·p) = p·V p + i Σ ε_ijk σ_k p_i V p_j

In the last sum p_iV = V p_i − i ∂_iV. The part with V p_i p_j vanishes by antisymmetry, and i·(−i) = 1, so

(σ·p)V(σ·p) = p·V p + σ·(∇V × p)

The second term is the spin-orbit interaction.

**3. The matrix problem**

Expand ψ_L with coefficients A and φ with coefficients B in the same n linearly independent two-component functions χ. Let S be the overlap matrix and T, V, W the matrices of p²/2, V and (σ·p)V(σ·p). Then

V A + T B = E S A  (a)
T A + (W/4c² − T) B = E (T/2c²) B  (b)

The projection of section 1 gives the same equations. They are thus the Dirac equation projected on the large functions χ and the small functions (σ·p)χ, a choice called restricted kinetic balance. Below, "Dirac matrix" means this 2n-dimensional problem, and all claims of equality refer to it.

Write it as H v = E G v, with v = (A, B) and

H = [ V  T ; T  W/4c² − T ],  G = [ S  0 ; 0  T/2c² ]

where the semicolon separates block rows. S is positive definite. So is T, because b†Tb is half the squared norm of (σ·p)Σb_μχ_μ, and σ·p annihilates no normalizable function except zero. Hence G is positive definite, and there are 2n real eigenvalues λ₁ ≤ … ≤ λ₂ₙ with eigenvectors that can be chosen orthonormal in G.

**4. Which states are the positive-energy ones**

Let R(v) = v†Hv/v†Gv be the Rayleigh quotient, and let μ be its largest value on vectors (0, b). With f = (σ·p)Σb_μχ_μ,

R(0, b) = −2c² + ⟨f|V|f⟩/⟨f|f⟩

For an attractive potential, V ≤ 0, this gives μ ≤ −2c².

By the min-max principle λₙ is the smallest value that the maximum of R can take on an n-dimensional subspace. The vectors (0, b) form one such subspace, so λₙ ≤ μ. At least n eigenvalues therefore lie at or below μ. Assume now the gap condition

λₙ₊₁ > μ

Then exactly n eigenvalues lie above μ. These are the positive-energy states. The name refers to the branch: bound electron states have E < 0 but belong to it.

The condition can be checked in each calculation. For Z = 80 and 26 Gaussian functions of s1/2 symmetry, μ = −37788.7 Eh, λₙ = −37818.1 Eh and λₙ₊₁ = −3532.2 Eh. It fails if a bound state sinks to μ, or if a repulsive potential on the small functions lifts μ up to the electron states. The proof below then no longer applies.

**5. One matrix U for all n states**

Collect the upper n eigenvectors as columns. Their upper halves form the n×n matrix A₊, their lower halves B₊. We want one U with B_i = U A_i for every upper state i, that is

U A₊ = B₊

This has a unique solution if A₊ is invertible. Suppose it is not. Then A₊a = 0 for some a ≠ 0, and the combination of upper eigenvectors with coefficients a is (0, B₊a). It is not zero, since eigenvectors are independent. Because they are orthonormal in G, its Rayleigh quotient is the weighted mean

Σ λₙ₊ᵢ |a_i|² / Σ |a_i|² ≥ λₙ₊₁

But it has the form (0, b), so its quotient is at most μ. This contradicts λₙ₊₁ > μ. Hence A₊ is invertible and

U = B₊ A₊⁻¹

U contains no energy variable. It also does not depend on how the states are normalized or mixed: replacing A₊ and B₊ by A₊Q and B₊Q, with Q invertible, leaves it unchanged.

**6. The NESC equation**

Insert B = UA in (a) and (b):

(V + TU) A = E S A  (a′)
[T + (W/4c² − T)U] A = E (T/2c²) U A  (b′)

Equation (a′) alone already has the right energies, but V + TU is in general not Hermitian. Multiply (b′) from the left by U† and add it to (a′):

[V + TU + U†T + U†(W/4c² − T)U] A = E [S + U†(T/2c²)U] A

Turning the sign inside the last bracket on the left gives L A = E M A with

L = TU + U†T − U†(T − W/4c²)U + V
M = S + U†TU/(2c²)

This is the normalized elimination of the small component, NESC. With X = (1, U) written as a column of two blocks, L = X†HX and M = X†GX, so both are Hermitian, and M is positive definite.

The word "normalized" refers to M. Since ⟨ψ_S|ψ_S⟩ = B†(2T)B/(4c²),

A†MA = A†SA + B†(T/2c²)B = ⟨ψ_L|ψ_L⟩ + ⟨ψ_S|ψ_S⟩

which is the full four-component norm. If M is replaced by S in the example with 26 functions, the lowest level moves from −3532.2 to −3927.0 Eh.

**7. No state is lost and none is added**

Let Λ be the diagonal matrix of the n upper eigenvalues. Section 6 holds for every upper state, so L A₊ = M A₊ Λ. Both M and A₊ are invertible, hence

M⁻¹L = A₊ Λ A₊⁻¹

M⁻¹L is similar to Λ. Its eigenvalues are the n positive-energy eigenvalues of the Dirac matrix, each with its multiplicity, and there are no others. This is the required result.

**8. The equation that U obeys**

Written for all upper states together, (a′) is (V + TU)A₊ = S A₊Λ, so

A₊ΛA₊⁻¹ = S⁻¹(V + TU)

In the same way (b′) gives T + (W/4c² − T)U = (T/2c²) U A₊ΛA₊⁻¹. Eliminating Λ leaves a quadratic matrix equation:

T + (W/4c² − T)U = (T/2c²) U S⁻¹ (V + TU)  (c)

It yields a second proof. Group L as (V + TU) + U†[T + (W/4c² − T)U] and use (c) in the bracket:

L = [S + U†(T/2c²)U] S⁻¹(V + TU) = M S⁻¹(V + TU)

So L A = E M A and (a′) have the same solutions. This step used (c) alone. Conversely, if U solves (c) and A solves (a′), then (c) applied to A gives (b′), and (A, UA) is an eigenvector of the Dirac matrix. Every solution of (c) therefore reproduces n Dirac eigenvalues, but not necessarily the upper ones. In section 1 the root U = −12.6636 gave the negative-energy state. Equation (c) must be supplemented by the choice of branch.

One may also eliminate B for each energy separately. From (b),

B_i = [T(1 + E_i/2c²) − W/4c²]⁻¹ T A_i

The bracket is positive definite for E_i > μ, by the definition of μ. It changes from state to state, yet its inverse times T, applied to the state's own A_i, gives U A_i, because both are B_i.

**9. Large c**

Keep the basis fixed and let c grow. Equation (c) can be written

T(1 − U) + (1/c²)[WU/4 − (1/2) T U S⁻¹(V + TU)] = 0

At 1/c² = 0 the solution is U = 1. Since T is invertible, a solution continues smoothly from there:

U = 1 + T⁻¹W/(4c²) − S⁻¹(V + T)/(2c²) + O(c⁻⁴)

It belongs to the upper branch: its n eigenvalues, those of S⁻¹(V + TU), stay finite, while λₙ ≤ μ falls as −2c². For the single function of section 1 the two corrections are −x/2 and +x/4, so U = 1 − x/4, as the expansion of the root confirms. In the limit L → T + T − T + V = T + V and M → S, the Schrödinger problem.

**10. What an approximate U does**

Let U′ = U + δ be any other matrix. The vectors (A, U′A) form an n-dimensional subspace, and L′ and M′, built from U′, are H and G restricted to it. By the max-min principle λₙ₊ₖ is the largest value that the minimum of R can take on subspaces of dimension n − k + 1. The k-th eigenvalue E′ₖ of the restricted problem is the same quantity with fewer subspaces admitted. Hence

E′ₖ ≤ λₙ₊ₖ

An approximate U cannot raise a level above its value in the Dirac matrix.

The error is of second order. For an upper state v = (A, UA) with energy E, (H − EG)v = 0. The changed vector is v + (0, δA), so the terms linear in δ drop out:

A†(L′ − EM′)A = −(δA)†[T(1 + E/2c²) − W/4c²](δA)

For a non-degenerate level, the first-order shift of the eigenvalue is the linear part of this expression divided by A†MA, and that part is zero. In a basis of six Gaussians, doubling a small error of U multiplied the error of the lowest level by 3.997.

Setting U′ = 1 means δ = O(c⁻²), so in a fixed basis the energy error is O(c⁻⁴). When c was doubled from 30 to 60 times its physical value, the error fell from 8.0 × 10⁻⁵ to 5.0 × 10⁻⁶ Eh, a factor 16.01, close to 2⁴ = 16 (in double precision, rounding shifts the computed ratio to about 16.1).

At the physical c, U = 1 gives −3638.8 Eh in the six-function basis, where the correct U gives −3474.8 Eh. With very narrow functions it fails altogether. For one normalized function χ and U = 1,

R = (V + T + W/4c²)/(1 + T/2c²)

For a Gaussian of exponent α, T grows as α, while V and the mean potential W/(2T) on (σ·p)χ go as −√α. When T ≫ 2c²,

R ≈ 2c² + W/(2T) → −∞

The lowest eigenvalue cannot lie above R. In the basis of 26 functions, with exponents up to 6.7 × 10⁸ bohr⁻², it is −2.6 × 10⁶ Eh. The O(c⁻⁴) law holds for a fixed basis and does not survive unlimited refinement at a point nucleus.

**11. The ion with Z = 80**

The 26 exponents start at 20 bohr⁻² and double each time. The NESC energies, in Eh, are compared with the exact point-nucleus Dirac energies, taken from the known closed formula, and with the Schrödinger values in the same basis.

1s1/2: NESC −3532.170; exact −3532.192; Schrödinger −3200.000
2s1/2: NESC −904.844; exact −904.848; Schrödinger −800.000
2p1/2: NESC −904.850; exact −904.848; Schrödinger −800.000
2p3/2: NESC −817.807; exact −817.807; Schrödinger −800.000

In this model the 1s energy is −96.1 keV, and relativity lowers it by 3532.2 − 3200.0 = 332.2 Eh. These are values for a point nucleus without radiative corrections, not for the real ion: a Gaussian nuclear charge of rms radius 5.46 fm alone raises the 1s level by about 2.0 Eh (54 eV), far more than the basis errors discussed below.

To the digits given, the Dirac matrix, built separately from first-order radial operators, has the same levels as NESC. Over all 26 upper levels of each symmetry, up to about 10⁷ Eh, the largest relative deviation is below 10⁻¹¹. The remaining differences from the exact energies thus belong to the finite basis and not to the elimination. They have both signs: 1s1/2 lies 0.022 Eh too high and 2p1/2 lies 0.002 Eh too low. This contradicts nothing above, since the bound of section 10 compares NESC with the Dirac matrix and not with the exact energy.

The two 2p levels are built from the same radial large-component functions, so their S, T and V are equal and W alone differs. Their splitting, 904.85 − 817.81 = 87.04 Eh or 2.37 keV, enters through W and through the U that W determines. The numerical check checks these results numerically.

Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.;  Z = 80;  2c^2 = 37557.730 Eh
One function exp(-Zr):
  x = (Z/c)^2 = 0.340809
  S = 1.000000, T = 3200.0000 Eh, V = -6400.0000 Eh
  W/(4c^2) = -545.2939 Eh
  electron-branch U = 0.926813, other root U = -12.663604
  L = -3685.5380 Eh, M = 1.073187
  NESC energy, electron branch = -3434.1988 Eh
  NESC energy, other root = -46923.5313 Eh
Gaussian basis: n = 26, exponents 20.0 to 6.7109e+08 bohr^-2, ratio 2.0
kappa = -1: mu = -37788.664 Eh, level n = -37818.084 Eh, level n+1 = -3532.170 Eh
  highest of the n upper levels = 8.2162e+06 Eh
  largest relative NESC-Dirac deviation, all n levels = 7.8e-12
  1s1/2: NESC -3532.170, Dirac matrix -3532.170 Eh
    exact -3532.192, nonrelativistic -3200.000 Eh
  2s1/2: NESC -904.844, Dirac matrix -904.844 Eh
    exact -904.848, nonrelativistic -800.000 Eh
  lowest level with metric S instead of M = -3927.017 Eh
  lowest level with U = 1 in this basis = -2.5970e+06 Eh
kappa = +1: mu = -37858.128 Eh, level n = -37936.488 Eh, level n+1 = -904.850 Eh
  highest of the n upper levels = 8.7645e+06 Eh
  largest relative NESC-Dirac deviation, all n levels = 6.1e-12
  2p1/2: NESC -904.850, Dirac matrix -904.850 Eh
    exact -904.848, nonrelativistic -800.000 Eh
kappa = -2: mu = -37773.885 Eh, level n = -37817.638 Eh, level n+1 = -817.807 Eh
  highest of the n upper levels = 9.4923e+06 Eh
  largest relative NESC-Dirac deviation, all n levels = 5.3e-12
  2p3/2: NESC -817.807, Dirac matrix -817.807 Eh
    exact -817.807, nonrelativistic -800.000 Eh
1s1/2 NESC energy = -96.1152 keV
2p splitting = 87.042 Eh = 2.3685 keV
Six-function basis: exponents 200 to 48600 bohr^-2, ratio 3
  max |U(projector) - U(eigenvectors)| = 4.0e-15
  lowest level: exact U -3474.7709 Eh, U = 1 -3638.7529 Eh
  energy-error ratio when the error of U doubles = 3.997
  c doubled (30c to 60c): |U-1| falls by factor 3.974
  c doubled (30c to 60c): U=1 energy error falls by 16.10
```
